# Stern's static polarizability and screened impurity scattering in two dimensions

## Result

An ideal two-dimensional electron gas has zero thickness, a parabolic isotropic band of mass $m$, and degeneracy $g$ (spin times valley). At zero temperature its static polarizability is

$$
\Pi(q)=N_0\begin{cases}1, & q\le 2k_F,\\[2pt] 1-\sqrt{1-(2k_F/q)^2}, & q>2k_F,\end{cases}\qquad N_0=\frac{gm}{2\pi\hbar^2}.
$$

The sign convention is $\delta n(q)=-\Pi(q)U(q)$, where $U$ is the total potential energy of an electron. In the random-phase approximation (RPA) with a uniform background dielectric constant $\kappa$, a charge $\pm Ze$ at distance $d$ from the plane has a screened potential energy of magnitude

$$
|U(q)|=\frac{Ze^2}{2\epsilon_0\kappa}\,\frac{e^{-qd}}{q+q_{TF}}\quad(q\le 2k_F),\qquad q_{TF}=\frac{g}{a_B},\qquad a_B=\frac{4\pi\epsilon_0\kappa\hbar^2}{me^2}.
$$

The wavevector $q_{TF}$ does not contain the electron density $n$. For uncorrelated charges of sheet density $n_i$, in the Born approximation, the transport rate is

$$
\frac1\tau=\frac{16\pi\hbar n_iZ^2}{g^2m}\,I,\qquad I=\int_0^1\!dx\,\frac{x^2s^2e^{-4k_Fdx}}{(x+s)^2\sqrt{1-x^2}},\qquad s=\frac{q_{TF}}{2k_F}.
$$

The rate does depend on density, through $k_F=\sqrt{4\pi n/g}$. All formulas are in SI units.

## Polarizability

**Linear response.** Let the potential be $U_qe^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ and $\varepsilon_k=\hbar^2k^2/2m$. To first order, a plane wave $\mathbf k$ acquires the amplitude $U_q/(\varepsilon_k-\varepsilon_{k+q})$ of $\mathbf k+\mathbf q$ and the amplitude $U_q^*/(\varepsilon_k-\varepsilon_{k-q})$ of $\mathbf k-\mathbf q$. Both admixtures contribute to the $e^{i\mathbf q\cdot\mathbf r}$ part of $|\psi|^2$, the second through its complex conjugate:

$$
\delta n_q=gU_q\int\!\frac{d^2k}{(2\pi)^2}f_k\left[\frac1{\varepsilon_k-\varepsilon_{k+q}}+\frac1{\varepsilon_k-\varepsilon_{k-q}}\right].
$$

Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term and comparing with $\delta n_q=-\Pi U_q$ gives

$$
\Pi=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_k-f_{k+q}}{\Delta},\qquad \Delta=\varepsilon_{k+q}-\varepsilon_k=\frac{\hbar^2q}{2m}(q+2k\cos\varphi),
$$

where $\varphi$ is the angle between $\mathbf k$ and $\mathbf q$.

This integral converges. The numerator is nonzero only when exactly one of the two states is filled. That region touches the line $\Delta=0$ only where the circles $|\mathbf k|=k_F$ and $|\mathbf k+\mathbf q|=k_F$ meet. Where they cross, it is a wedge that excludes the direction of the line, and $1/|\Delta|$ is integrable over it. At $q=2k_F$ the circles touch, and integrating $1/|\Delta|$ across the region leaves only an integrable logarithm. For $q>2k_F$ the region stays away from the line.

**Merging the two terms.** Taken separately, the terms have a pole. Replace $1/\Delta$ by $F(\Delta)=\Delta/(\Delta^2+\eta_E^2)$, which is bounded in magnitude by $1/|\Delta|$, so the limit $\eta_E\to0$ of the full integral is $\Pi$. In the second term substitute $\mathbf k\to-\mathbf k-\mathbf q$. Then $f_{k+q}\to f_k$ and $\Delta\to-\Delta$. Since $F$ is odd, $-f_{k+q}F(\Delta)$ becomes $+f_kF(\Delta)$, and

$$
\Pi=\lim_{\eta_E\to0}2g\int\!\frac{d^2k}{(2\pi)^2}f_kF(\Delta).
$$

Because $F(\Delta)=\mathrm{Re}\,(\Delta+i\eta_E)^{-1}$, setting $\eta_E=\hbar^2q\eta/2m$ and $z=q+i\eta$ gives

$$
F(\Delta)=\frac{2m}{\hbar^2q}\,\mathrm{Re}\,\frac1{z+2k\cos\varphi}.
$$

**Angular integral.** With $w=e^{i\varphi}$,

$$
\int_0^{2\pi}\!\frac{d\varphi}{z+2k\cos\varphi}=\frac1i\oint\frac{dw}{kw^2+zw+k}.
$$

The roots are $w_\pm=(-z\pm R)/2k$ with $R=\sqrt{z-2k}\sqrt{z+2k}$, using principal square roots, and their product is 1. The phase of $R$ is the mean of the phases of $z-2k$ and $z+2k$. The phase of $z$ lies between those two, so $R$ and $z$ differ in phase by less than $\pi/2$. Hence $|z-R|<|z+R|$, and $w_+$ is the root inside the unit circle. Its residue is $1/[k(w_+-w_-)]=1/R$, so the integral equals $2\pi/R$.

As $\eta\to0$, $R\to\sqrt{q^2-4k^2}$ for $k<q/2$. For $k>q/2$, $R\to i\sqrt{4k^2-q^2}$, and the real part of $1/R$ vanishes. Since $|1/R|\le|q^2-4k^2|^{-1/2}$, which is integrable in $k$, the limit may be taken under the radial integral.

**Radial integral.** With $K=\min(k_F,q/2)$,

$$
\Pi=\frac{2g}{4\pi^2}\,\frac{2m}{\hbar^2q}\int_0^K\!\frac{2\pi k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi\hbar^2q}\,\frac{q-\sqrt{q^2-4K^2}}4
=N_0\left[1-\sqrt{1-\frac{4K^2}{q^2}}\right].
$$

For $q\le2k_F$, $K=q/2$ and the root vanishes, which gives the plateau. For $q>2k_F$, $K=k_F$. The plateau arises because, after the angular integration, filled states with $k>q/2$ contribute nothing. Adding electrons at the Fermi circle therefore leaves the response unchanged as long as $k_F>q/2$.

Just above the edge, at $q=2k_F(1+\delta)$, $\Pi\approx N_0(1-\sqrt{2\delta})$, so the fall begins with infinite slope. The numerical check gives $\Pi/N_0=0.695$ at $q=2.1k_F$ and $0.255$ at $q=3k_F$.

## Screening

The bare potential energy has magnitude $Ze^2/(4\pi\epsilon_0\kappa\sqrt{r^2+d^2})$. To transform it in the plane, start from $\nabla^2(1/\sqrt{r^2+z^2})=-4\pi\delta^3$, where $z$ is now the height. The transform $\phi(z)$ obeys $(\partial_z^2-q^2)\phi=-4\pi\delta(z)$. The decaying solution is $\phi=Ae^{-q|z|}$, and its slope jumps by $-2qA=-4\pi$, so $A=2\pi/q$. Therefore

$$
|U_{\rm ext}(q)|=Z\,v(q)\,e^{-qd},\qquad v(q)=\frac{e^2}{2\epsilon_0\kappa q}.
$$

The induced density acts back through the same interaction: $U=U_{\rm ext}+v\,\delta n=U_{\rm ext}-v\Pi U$. Hence $U=U_{\rm ext}/(1+v\Pi)$. This is the RPA; exchange and correlation in the response are neglected. On the plateau

$$
vN_0=\frac{e^2}{2\epsilon_0\kappa q}\,\frac{gm}{2\pi\hbar^2}=\frac{g}{a_Bq}=\frac{q_{TF}}q,
$$

which gives the stated $|U(q)|$. For $q>2k_F$, replace $q_{TF}$ by $q_{TF}\Pi(q)/N_0$.

At long wavelengths the density drops out because $N_0$, the density of states of a parabolic band in two dimensions, does not depend on energy. At finite $q$ up to $2k_F$ it drops out because of the plateau derived above. A nonparabolic band generally loses this property.

**Temperature.** For $q\to0$ the response is $\partial n/\partial\mu$. From $n=N_0k_BT\ln(1+e^{\mu/k_BT})$,

$$
\frac{\partial n}{\partial\mu}=N_0\frac{e^{\mu/k_BT}}{1+e^{\mu/k_BT}}=N_0\left(1-e^{-E_F/k_BT}\right),\qquad E_F=\frac n{N_0},
$$

where the last step uses $1+e^{\mu/k_BT}=e^{E_F/k_BT}$. At $k_BT=0.5E_F$ the long-wave $q_{TF}$ falls to 0.865 of its zero-temperature value, and this factor depends on density.

The edge is more sensitive. A thermal distribution is a superposition of sharp ones with weight $-\partial f/\partial E$, and $\Pi$ is linear in $f$. At $q=2k_F$ the components with $E<E_F$ lower $\Pi/N_0$ by $\sqrt{1-E/E_F}$, so at low temperature the reduction there is of order $\sqrt{k_BT/E_F}$. A finite-temperature code should average $\Pi$ in this way and not keep the plateau value.

## Transport rate

**Relaxation time.** For uncorrelated charges the squared matrix elements add. The golden-rule rate in area $A$ is

$$
W_{kk'}=\frac{2\pi}\hbar\,\frac{n_i}A\,|U(q)|^2\,\delta(\varepsilon_k-\varepsilon_{k'}),\qquad q=|\mathbf k-\mathbf k'|.
$$

Spin and valley are conserved in each event, so $g$ does not multiply the final states. For elastic scattering the occupation factors reduce to $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$.

Let a force $F$ act, let $\theta_k$ be the angle of $\mathbf k$ from it, and write $\delta f=(-\partial f_0/\partial\varepsilon)\psi(\theta_k)$. The linear Boltzmann equation becomes

$$
Fv\cos\theta_k=\sum_{k'}W_{kk'}[\psi(\theta_k)-\psi(\theta_{k'})].
$$

Try $\psi=Fv\tau\cos\theta_k$, with $\theta_{k'}=\theta_k+\theta$. In $\cos\theta_{k'}=\cos\theta_k\cos\theta-\sin\theta_k\sin\theta$ the last term sums to zero, because $W$ is even in $\theta$. The trial form is therefore a solution, with

$$
\frac1\tau=\sum_{k'}W_{kk'}(1-\cos\theta).
$$

The current then gives the mobility. The particle current is $N_0(v_F^2/2)F\tau=N_0E_FF\tau/m=nF\tau/m$, so $\mu=e\tau/m$.

**Reduction to one integral.** With $k'dk'=(m/\hbar^2)d\varepsilon'$, and using the symmetry $\theta\to-\theta$,

$$
\frac1\tau=\frac{2\pi n_i}{\hbar}\,\frac{m}{4\pi^2\hbar^2}\int_0^{2\pi}\!d\theta\,|U|^2(1-\cos\theta)=\frac{n_im}{\pi\hbar^3}\int_0^\pi\!d\theta\,|U|^2(1-\cos\theta).
$$

On the Fermi circle $q=2k_F\sin(\theta/2)\le2k_F$. At zero temperature every transition therefore lies on the plateau, and within the RPA no further approximation to $\Pi$ is made.

Set $x=\sin(\theta/2)$, so that $1-\cos\theta=2x^2$ and $d\theta=2dx/\sqrt{1-x^2}$:

$$
\frac1\tau=\frac{4n_im}{\pi\hbar^3}\int_0^1\!dx\,\frac{x^2|U(2k_Fx)|^2}{\sqrt{1-x^2}}.
$$

Since $e^2/(2\epsilon_0\kappa)=q_{TF}/N_0=2\pi\hbar^2q_{TF}/(gm)$,

$$
|U(2k_Fx)|^2=\frac{4\pi^2\hbar^4Z^2}{g^2m^2}\,\frac{s^2e^{-4k_Fdx}}{(x+s)^2}.
$$

The product of the prefactors is $16\pi\hbar n_iZ^2/(g^2m)$, as stated.

For numerical work substitute $x=\sin t$, which removes the endpoint singularity:

$$
I=\int_0^{\pi/2}\!dt\left(\frac{s\sin t}{s+\sin t}\right)^2e^{-4k_Fd\sin t}.
$$

## Charges in the plane

For $d=0$ define

$$
J=\int_0^1\!\frac{dx}{(x+s)\sqrt{1-x^2}},\qquad K_2=\int_0^1\!\frac{dx}{(x+s)^2\sqrt{1-x^2}}=-\frac{dJ}{ds}.
$$

Expanding $x^2=[(x+s)-s]^2$ gives $I=s^2[\pi/2-2sJ+s^2K_2]$. To find $K_2$, differentiate

$$
\frac{d}{dx}\frac{\sqrt{1-x^2}}{x+s}=-\frac{1+sx}{(x+s)^2\sqrt{1-x^2}},\qquad 1+sx=s(x+s)+(1-s^2).
$$

Integration from 0 to 1 gives $1/s=sJ+(1-s^2)K_2$, so $K_2=(sJ-1/s)/(s^2-1)$. With $K_2=-J'$ this is also a differential equation, $(s^2-1)J'+sJ=1/s$, or

$$
\frac{d}{ds}\left(\sqrt{s^2-1}\,J\right)=\frac1{s\sqrt{s^2-1}}\ (s>1),\qquad
\frac{d}{ds}\left(\sqrt{1-s^2}\,J\right)=-\frac1{s\sqrt{1-s^2}}\ (s<1).
$$

The right-hand sides are the derivatives of $\arccos(1/s)$ and $\operatorname{arcosh}(1/s)$. $J$ is finite at $s=1$, so the integration constants vanish:

$$
J=\frac{\arccos(1/s)}{\sqrt{s^2-1}}\ (s>1),\qquad J=\frac{\operatorname{arcosh}(1/s)}{\sqrt{1-s^2}}\ (s<1).
$$

Inserting $K_2$ and collecting the terms in $J$,

$$
I=s^2\left[\frac\pi2-\frac s{s^2-1}+\frac{sJ(2-s^2)}{s^2-1}\right].
$$

At $s=1$ the relation above gives $J=1$. With $x=\cos t$ and $w=\tan(t/2)$, $K_2=\frac12\int_0^1(1+w^2)dw=2/3$, so $I(1)=\pi/2-4/3\approx0.2375$. The closed form subtracts nearly equal terms near $s=1$ and at large $s$; the $t$ integral is safer there.

**Limits.** For $s\to0$, $I\to s^2\int_0^1dx/\sqrt{1-x^2}=\pi s^2/2$. This is the unscreened rate, and $s^2\propto1/n$ makes the mobility proportional to $n$. For $s\to\infty$, $I\to\int_0^1x^2dx/\sqrt{1-x^2}=\pi/4$, and the mobility becomes independent of density. The second limit is formal: for $g=2$, $s=r_s/\sqrt2$ with $r_s=1/(a_B\sqrt{\pi n})$, so large $s$ means strong interaction, where the RPA is not justified.

**Born approximation.** For a constant $U$ the second-order amplitude is $U^2\int d\varepsilon'\,\nu/(\varepsilon-\varepsilon'+i0)$, where $\nu=N_0/g$ is the density of states per spin and valley. Its on-shell part comes from $\mathrm{Im}\,(\varepsilon-\varepsilon'+i0)^{-1}=-\pi\delta(\varepsilon-\varepsilon')$ and equals $-i\pi\nu U^2$, so relative to the first-order amplitude $U$ it has magnitude $\pi\nu|U|$. The screened potential at $q\to0$ is $Z/N_0$, which gives $\pi Z/g$, or 1.57 for $Z=1$, $g=2$. This is not small. At finite $s$ the larger momentum transfers have a weaker potential, and the Born rate becomes accurate for $s\ll1$. For $s$ of order one the in-plane rates remain leading-order estimates and should not be read as quantitative predictions. They are also the same for attractive and repulsive charges, because the Born rate depends on $Z^2$; higher orders remove this equality. For the three densities of the worked example below ($s=1.28$, 0.74, 0.41), solving the scattering problem for the same screened potential to all orders gives about 0.15, 0.3 and 0.5 of the Born rate for a repulsive charge, and about 1.1, 1.5 and 1.4 for an attractive one. For charges at 30 nm the potential is smooth and weak compared with $E_F$, and the correction is about $\pm7\%$, $\pm2\%$ and below $\pm1\%$.

## Remote charges

When $k_Fd\gg1$, the exponential confines the integral to small $x$, and $\sqrt{1-x^2}\to1$. With $u=4k_Fdx$, $x/s=u/(2q_{TF}d)$ and

$$
I\approx\frac1{(4k_Fd)^3}\int_0^\infty\!\frac{u^2e^{-u}\,du}{[1+u/(2q_{TF}d)]^2}.
$$

If also $q_{TF}d\gg1$, expanding the denominator gives

$$
I\approx\frac1{32(k_Fd)^3}\left[1-\frac3{q_{TF}d}\right],\qquad \frac1\tau\to\frac{\pi\hbar n_iZ^2}{2g^2m(k_Fd)^3}.
$$

The correction contains $q_{TF}d$ and not $k_Fd$, so raising the density does not remove it. It changes the prefactor, while the mobility still approaches $n^{3/2}$ at fixed $n_i$ and $d$. If the remote charges are the donors that supply the electrons, $n_i\approx n$ and the mobility grows only as $n^{1/2}$.

## Worked example

The model parameters are $m=0.07\,m_e$, $\kappa=13$, $g=2$, $Z=1$ and $n_i=10^{14}\ \mathrm{m^{-2}}$. They give $a_B=9.828$ nm and $q_{TF}=2/9.828=0.2035\ \mathrm{nm^{-1}}$ at every density.

At $n=3\times10^{15}\ \mathrm{m^{-2}}$, $k_F=0.1373\ \mathrm{nm^{-1}}$ and $s=0.2035/(2\times0.1373)=0.741$. The prefactor of $I$ in the rate is $2.078\times10^{12}\ \mathrm{s^{-1}}$. For charges in the plane $I=0.1789$, so

$$
\frac1\tau=2.078\times10^{12}\times0.1789=3.72\times10^{11}\ \mathrm{s^{-1}},\qquad \tau=2.69\ \mathrm{ps}.
$$

The mobility is $6.8\ \mathrm{m^2/(V\,s)}$, or $6.8\times10^4\ \mathrm{cm^2/(V\,s)}$. Screening reduces the rate to 0.21 of its unscreened value.

With the charges at $d=30$ nm, $k_Fd=4.119$ and $I=3.04\times10^{-4}$, so the rate is $6.32\times10^8\ \mathrm{s^{-1}}$. The leading remote formula gives $I=1/(32\times4.119^3)=4.47\times10^{-4}$; the full integral is 0.68 of this. Here $q_{TF}d=6.1$, too small for the expansion: the two-term form gives $1-3/6.1=0.51$ instead of 0.68.

Mobilities $\mu$ are in $\mathrm{m^2/(V\,s)}$, and $p=d\ln\mu/d\ln n$ is the local exponent:

| $n$ ($\mathrm{m^{-2}}$) | $s$ | $\mu$, in plane | $p$ | $\mu$, 30 nm | $p$ |
|---|---|---|---|---|---|
| $1\times10^{15}$ | 1.28 | 4.1 | 0.38 | 730 | 1.58 |
| $3\times10^{15}$ | 0.74 | 6.8 | 0.51 | 4000 | 1.52 |
| $1\times10^{16}$ | 0.41 | 13.5 | 0.64 | 25000 | 1.51 |

The in-plane exponent rises toward 1 but is still far from it, so for this zero-thickness layer the unscreened power law would misrepresent this density range. A real layer has $k_F$ times its width of order one or more at these densities. In a 20 nm square well the form factors raise the in-plane mobility by factors of about 1.2 to 3 and its exponent to about 0.6, 0.9 and 1.2, and they lower the remote mobility by about 30%. The remote exponent is already close to $3/2$. The remote mobilities include no other scattering mechanism and are limits set by these charges alone, at a density $n_i$ well below $n$; they scale as $1/n_i$. The three densities have $r_s=1.8$, 1.05 and 0.57, so exchange and correlation are not negligible: a Hubbard local-field factor weakens the screening and raises the rates by about 15% to 80%.

The product of $k_F$ and the transport mean free path $v_F\tau$ is at least 17 in all six cases. The Boltzmann equation requires states that are well defined between collisions of any angle, and this is governed by the total collision rate, which lacks the weight $1-\cos\theta=2x^2$. For that rate $I$ is replaced by $\int_0^1dx\,s^2e^{-4k_Fdx}/[2(x+s)^2\sqrt{1-x^2}]\le\pi/4$, so it is at most $2.078\times10^{12}\times\pi/4=1.63\times10^{12}\ \mathrm{s^{-1}}$. At the lowest density $E_F=3.42$ meV and $k_Fv_F=2E_F/\hbar=1.04\times10^{13}\ \mathrm{s^{-1}}$, so $k_F$ times the distance between collisions is at least 6 in all six cases. The numerical check also inverts a discretized collision operator at $n=3\times10^{15}\ \mathrm{m^{-2}}$; its rates agree with the formula within a relative difference of $2\times10^{-5}$ for both positions of the charges.

## Computed results

```
Inputs: m = 0.07 m_e, kappa = 13.0, g = 2, Z = 1
Impurity density = 1.0e+14 m^-2, spacer = 30 nm
Effective Bohr radius aB = 9.828 nm
Thomas-Fermi wavevector qTF = 0.2035 nm^-1
Density of states N0 = 2.9241e+14 meV^-1 m^-2
Pi/N0: q/kF, defining integral, formula (dimensionless)
  0.5  1.000000  1.000000
  1.0  1.000000  1.000000
  1.9  1.000000  1.000000
  2.0  1.000000  1.000000
  2.1  0.695089  0.695089
  2.5  0.400000  0.400000
  3.0  0.254644  0.254644
  5.0  0.083485  0.083485
Pi/N0 from diagonalized electrons: q/kF, response, formula
  0.9  1.00000  1.00000
  1.5  0.99997  1.00000
  3.0  0.25465  0.25464
Self-consistent qTF*aB at kF*aB = 1.0: 2.0000
Self-consistent qTF*aB at kF*aB = 1.4: 2.0000
qTF(T)/qTF(0) at kB T = 0.1 EF: 0.99995
qTF(T)/qTF(0) at kB T = 0.5 EF: 0.86466
I(s=1) = 0.237463
n = 3e+15 m^-2, d = 0 nm: Boltzmann rate = 3.71728e+11 s^-1, formula = 3.71728e+11 s^-1
n = 3e+15 m^-2, d = 30 nm: Boltzmann rate = 6.31707e+08 s^-1, formula = 6.31716e+08 s^-1
n = 1e+15 m^-2: kF = 0.0793 nm^-1, EF = 3.420 meV, s = 1.2837, kF d = 2.378
  d = 0 nm: I = 2.9144e-01, rate = 6.0569e+11 s^-1, tau = 1.651 ps
    mobility = 4.148 m^2/(V s) = 4.148e+04 cm^2/(V s), exponent = 0.382, kF*path = 17.2
    screened/unscreened rate = 0.1126
  d = 30 nm: I = 1.6575e-03, rate = 3.4448e+09 s^-1, tau = 290.294 ps
    mobility = 729.392 m^2/(V s) = 7.294e+06 cm^2/(V s), exponent = 1.580, kF*path = 3016.5
    rate/(remote asymptote) = 0.7133
n = 3e+15 m^-2: kF = 0.1373 nm^-1, EF = 10.259 meV, s = 0.7411, kF d = 4.119
  d = 0 nm: I = 1.7887e-01, rate = 3.7173e+11 s^-1, tau = 2.690 ps
    mobility = 6.759 m^2/(V s) = 6.759e+04 cm^2/(V s), exponent = 0.507, kF*path = 83.9
    screened/unscreened rate = 0.2073
  d = 30 nm: I = 3.0396e-04, rate = 6.3172e+08 s^-1, tau = 1582.989 ps
    mobility = 3977.419 m^2/(V s) = 3.977e+07 cm^2/(V s), exponent = 1.520, kF*path = 49347.8
    rate/(remote asymptote) = 0.6797
n = 1e+16 m^-2: kF = 0.2507 nm^-1, EF = 34.198 meV, s = 0.4059, kF d = 7.520
  d = 0 nm: I = 8.9536e-02, rate = 1.8608e+11 s^-1, tau = 5.374 ps
    mobility = 13.503 m^2/(V s) = 1.350e+05 cm^2/(V s), exponent = 0.640, kF*path = 558.4
    screened/unscreened rate = 0.3459
  d = 30 nm: I = 4.9284e-05, rate = 1.0242e+08 s^-1, tau = 9763.353 ps
    mobility = 24531.402 m^2/(V s) = 2.453e+08 cm^2/(V s), exponent = 1.505, kF*path = 1014537.3
    rate/(remote asymptote) = 0.6706
```
